# Does bulk spin polarization fix the tunnelling magnetoresistance?

## Question

Julliere's formula gives the tunnelling magnetoresistance of a junction with two equal ferromagnetic electrodes as $2P^2/(1-P^2)$, where $P$ is the spin polarization of the density of states at the Fermi level. The barrier does not appear in it. I would conclude that the ratio belongs to the ferromagnet, and that a barrier only sets the overall resistance. Yet Fe with crystalline MgO is said to be special because of "$\Delta_1$ filtering". How can the barrier matter if it is not magnetic and both spins see the same potential in it?

## Answer

The barrier sees no spin, but it does see the shape of the wave function, and in a ferromagnet the states at the Fermi level can have different shapes for the two spins. Julliere's formula removes this effect by an assumption about matrix elements.

### What the formula assumes

Define $\mathrm{TMR}=(G_P-G_{AP})/G_{AP}$, with $G_P$ and $G_{AP}$ the conductances for parallel and antiparallel magnetizations. Take low temperature, small bias and conserved spin. To lowest order in tunnelling, the conductance of one spin is a sum over pairs of Fermi-level states, weighted by $|M|^2$. If $|M|^2$ is the same for every pair, the sum is a constant $c$ times a product of densities of states $D$:

$$G_P=c\,(D_\uparrow^2+D_\downarrow^2),\qquad G_{AP}=2c\,D_\uparrow D_\downarrow .$$

Hence $\mathrm{TMR}=(D_\uparrow-D_\downarrow)^2/(2D_\uparrow D_\downarrow)$. Inserting $D_{\uparrow,\downarrow}=D(1\pm P)/2$ makes the numerator $D^2P^2$ and the denominator $D^2(1-P^2)/2$, which gives $2P^2/(1-P^2)$. The doubtful step is the constant $|M|^2$.

### Why the shape of a state sets its decay

Let the junction be periodic in the plane, with a square cell of side $a$ and the full symmetry of the square, mirrors included, and let electrons cross without scattering. The in-plane wave vector $\mathbf k$ is then conserved. At $\mathbf k=0$ so is the symmetry type: $\Delta_1$ is unchanged by all rotations and mirrors of the square, $\Delta_5$ behaves like the pair $(x,y)$, $\Delta_2$ like $x^2-y^2$, and $\Delta_{2'}$ like $xy$.

Take first a barrier whose potential does not vary along the normal $z$. Its mean height above the Fermi level is $\varphi$, and $W(x,y)$ is the in-plane variation. With $\psi=\chi(x,y)e^{-\kappa z}$ and $\chi$ an in-plane eigenstate of energy $\varepsilon$, the Schrödinger equation at the Fermi level reads, in atomic units,

$$\left(-\tfrac12\nabla_\parallel^2+W\right)\chi=\varepsilon\chi,\qquad \varphi+\varepsilon-\tfrac12\kappa^2=0\;\Rightarrow\;\kappa=\sqrt{2(\varphi+\varepsilon)} .$$

In-plane kinetic energy thus adds to the barrier height. For $W=0$ the in-plane states are plane waves with $\varepsilon=|\mathbf G|^2/2$. Put $g=2\pi/a$. The constant function is $\Delta_1$ and costs nothing. The functions $\sin gx,\ \sin gy$ ($\Delta_5$) and $\cos gx-\cos gy$ ($\Delta_2$) have $2\varepsilon=g^2$. The lowest $\Delta_{2'}$ function, $\sin gx\sin gy$, has $2\varepsilon=2g^2$.

For $\varphi=4$ eV and $a=3$ Å, $\Delta_1$ has $\kappa=1.025$ Å$^{-1}$. Since $g=2.094$ Å$^{-1}$, $\Delta_5$ and $\Delta_2$ have $\sqrt{1.025^2+2.094^2}=2.332$ Å$^{-1}$, and $\Delta_{2'}$ has $3.134$ Å$^{-1}$. Across 10 Å, the factor $e^{-2\kappa d}$ is smaller for $\Delta_5$ than for $\Delta_1$ by $e^{-26}$.

The first place of $\Delta_1$ does not depend on flatness. Replacing a real $\chi$ by $|\chi|$ leaves its energy expectation value unchanged. If a lowest in-plane state $\chi$ changed sign, $|\chi|$ would have a kink where $\chi$ passes through zero, and rounding off the kink would lower the energy further, which is impossible. So every real lowest state keeps one sign and can be taken positive. It is nondegenerate, because two positive functions cannot be orthogonal. A symmetry operation can only multiply it by a number, and positivity makes that number $+1$. The slowest-decaying state is therefore $\Delta_1$. With $W=w(\cos gx+\cos gy)$ and $w=4$ eV, diagonalization on an in-plane grid gives $0.897$ Å$^{-1}$ for $\Delta_1$ and $2.301$ Å$^{-1}$ for $\Delta_5$.

This proof needs a Fermi level below all states of the barrier. In MgO it lies in a gap above filled bands, and the complex band structure must decide. That too gives $\Delta_1$ the slowest decay near $\mathbf k=0$. In Fe, along the (001) normal, a $\Delta_1$ band crosses the Fermi level for majority spin but not for minority spin, which has states of other symmetries there.

### A junction where the two ideas can be separated

To hold $P$ fixed while changing the barrier, take a lattice model with round parameters, not those of a named material. Each site has an $s$ orbital ($\Delta_1$ at $\mathbf k=0$) and an $xy$ orbital ($\Delta_{2'}$). Hopping between layers is $-t_c$, with $t_s=1.0$ eV and $t_{xy}=0.4$ eV throughout. Measure energies from the Fermi level and $k_x,k_y$ in units of $1/a$. Within a layer, orbital $c$ has energy

$$e_c(\mathbf k)=\epsilon_c-2\tau_c(\cos k_x+\cos k_y),\qquad \tau_s=1.0,\ \tau_{xy}=0.1\ \text{eV}.$$

In the electrodes the orbitals are also mixed by $v\sin k_x\sin k_y$, $v=1.0$ eV. This is the form of diagonal-neighbour hopping, whose sign follows that of $xy$; it vanishes at $\mathbf k=0$. The barriers have no mixing.

The electrode site energies $(\epsilon_s,\epsilon_{xy})$ are $(4.5,-0.2)$ eV for majority and $(6.5,0.6)$ eV for minority spin. At $\mathbf k=0$ the majority $s$ band spans $4.5-4.0\pm2.0$ eV and crosses the Fermi level. The minority one spans $2.5\pm2.0$ eV and does not. The $xy$ bands, at $-0.6\pm0.8$ and $0.2\pm0.8$ eV, both cross.

In a barrier, $e_c\psi_j=t_c(\psi_{j-1}+\psi_{j+1})$ with $\psi_j\propto e^{\mp qj}$ gives $\cosh q_c=e_c/(2t_c)$. Two barriers are compared at $\mathbf k=0$:

- **Barrier S**, site energies $(7.0,3.0)$ eV: $\cosh q_s=3.0/2.0$ and $\cosh q_{xy}=2.6/0.8$, so $q_s=0.962$ and $q_{xy}=1.847$ per layer. It passes $s$ best.
- **Barrier X**, site energies $(12.0,1.6)$ eV: $q_s=2.063$ and $q_{xy}=0.962$. It passes $xy$ best.

The conductance per surface cell is $e^2/h$ times the average over $\mathbf k$ of the Landauer transmission $T=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]$. Here $G$ is the Green function between the end layers of the barrier, and $\Gamma=i(\Sigma-\Sigma^\dagger)$ comes from the electrode self-energies $\Sigma$.

To find $\Sigma$, let $h$ be the $2\times2$ layer matrix of the electrode and $t$ the diagonal matrix of the $t_c$. Writing $\psi_j=t^{-1/2}\phi_j$ turns the electrode equation into $M\phi_j=\phi_{j-1}+\phi_{j+1}$, with $M=t^{-1/2}ht^{-1/2}$. An eigenvector of $M$ with eigenvalue $\mu$ changes by a factor $\lambda$ per layer, where $\lambda+1/\lambda=\mu$. The outgoing solution has $|\lambda|<1$ or, if $|\mu|<2$, $|\lambda|=1$ with $\mathrm{Im}\,\lambda>0$. If $U$ holds the eigenvectors, $\Sigma=-t^{1/2}U\lambda U^Tt^{1/2}$. The bulk density of states is $-\mathrm{Im}\,\mathrm{Tr}(-h-2\Sigma)^{-1}/\pi$, averaged over $\mathbf k$.

### Same electrodes, different barriers

The densities of states are $0.474$ (majority) and $0.527$ (minority) per eV and cell, so $P=-0.053/1.001\approx-0.053$. Band-edge singularities make the direct average over $\mathbf k$ scatter by about $0.002$ in $P$ from grid to grid; counting the states in a narrow window around the Fermi level converges to the values given. Julliere's formula then predicts a TMR of about $0.006$, or 0.6 %. Averaging the transmission over a $\mathbf k$ grid gives instead:

| Layers | TMR, barrier S | TMR, barrier X |
|---|---|---|
| 4 | 30.5 | 0.25 |
| 6 | 94 | 0.31 |
| 8 | 150 | 0.35 |
| 10 | 218 | 0.38 |

For eight layers of S, $G_P=8.484\times10^{-9}$ and $G_{AP}=5.623\times10^{-11}$ in units of $e^2/h$ per cell, and their ratio minus one is 150. No function of $P$ alone can give both columns, or the change down either one.

### What replaces the density of states

Consider a thick barrier at fixed $\mathbf k$, and keep the slower orbital channel, with decay $q$ and hopping $t$. A wave $e^{qj}$, which decays toward the left electrode, returns as $r\,e^{-qj}$. In an infinite barrier the Green function is $-e^{-q|i-j|}/(2t\sinh q)$. With the left electrode attached before layer 1, the reflected part is added:

$$G_{jj}=-\frac{1+r_Le^{-2qj}}{2t\sinh q},\qquad -2\,\mathrm{Im}\,G_{jj}=\frac{\mathrm{Im}\,r_L}{t\sinh q}\,e^{-2qj}.$$

The barrier has no Fermi-level states of its own, so this spectral function is the sum of $|\psi_j|^2$ over waves arriving from the electrode with unit flux ($\hbar=1$). Their amplitudes $s_m e^{-qj}$ therefore obey $\sum_m|s_m|^2=\mathrm{Im}\,r_L/(t\sinh q)$.

At the right electrode, after layer $N$, such a wave is reflected. Mirroring $j\to N+1-j$ gives

$$\psi_j=s_m\left[e^{-qj}+r_Re^{-2q(N+1)}e^{qj}\right],$$

with repeated reflections neglected. The current is $2t\,\mathrm{Im}(\psi_j^*\psi_{j+1})$. For $\psi_j=\alpha e^{-qj}+\beta e^{qj}$ the cross terms give $2t\,(e^q-e^{-q})\,\mathrm{Im}(\alpha^*\beta)=4t\sinh q\,\mathrm{Im}(\alpha^*\beta)$. So each wave carries $4t\sinh q\,|s_m|^2\,\mathrm{Im}\,r_R\,e^{-2q(N+1)}$, and summing over $m$,

$$T_{\sigma\sigma'}\simeq A_\sigma A_{\sigma'}\,e^{-2q(N+1)},\qquad A_\sigma=2\,\mathrm{Im}\,r_\sigma .$$

At fixed $\mathbf k$ this has Julliere's product form, but with $A$ in place of $D$. The effective polarization $P_{\rm eff}=(A_\uparrow-A_\downarrow)/(A_\uparrow+A_\downarrow)$ depends on the electrode, the interface and the barrier channel together.

At $\mathbf k=0$ the orbitals do not mix, and $A$ has a closed form. Matching $\psi_0=\lambda\psi_1$ at the left electrode gives $1+r=\lambda(e^q+re^{-q})$, so

$$r=\frac{\lambda e^q-1}{1-\lambda e^{-q}},\qquad A=\frac{4\sinh q\,\mathrm{Im}\,\lambda}{|1-\lambda e^{-q}|^2}.$$

A band that misses the Fermi level has real $\lambda$, hence $A=0$, whatever the density of states in other bands.

- In the $s$ channel of S, $A_\uparrow=4.535$ and $A_\downarrow=0$, so $P_{\rm eff}=1$.
- In the $xy$ channel of X, $A_\uparrow=1.721$ and $A_\downarrow=4.535$, so $P_{\rm eff}=-0.45$.

The barrier has changed even the sign of the polarization that the current sees.

### The two thick-barrier limits

For X, the smallest $q_{xy}$ is at $\mathbf k=0$, where both $A$ are nonzero. As the thickness grows, that point dominates and the TMR tends to

$$\frac{(A_\uparrow-A_\downarrow)^2}{2A_\uparrow A_\downarrow}=\frac{(2.814)^2}{2(1.721)(4.535)}=0.507 .$$

The full calculation gives $0.501$ at 200 layers.

For S, the antiparallel current at $\mathbf k=0$ has to use the $xy$ channel. At eight layers $T_{\uparrow\downarrow}=3.0\times10^{-13}$, against $T_{\uparrow\uparrow}=6.2\times10^{-7}$. One might then expect the TMR to grow exponentially with thickness. It does not, because away from $\mathbf k=0$ the minority $xy$ states acquire some $s$ character. Reversing the sign of the $xy$ orbital reverses $v$ but cannot change $r$ in the $s$ channel, so $r$ is even in the mixing. Without mixing it is real near $\mathbf k=0$. The leading result is therefore $A_\downarrow\simeq Ck_x^2k_y^2$. With both orbitals present, the matching condition becomes $\psi_0=-t^{-1}\Sigma\,\psi_1$, with the matrices $t$ and $\Sigma$ given above. Solving it numerically for $r$ at small $\mathbf k$ gives $C=3.708$.

Since $\tau_s=t_s$, expanding the cosines gives $\cosh q=\cosh q_0+k^2/2$, where $q_0$ is the value at $\mathbf k=0$. Thus $q\simeq q_0+k^2/(2\sinh q_0)$, and the weight $e^{-2q(N+1)}$ is a Gaussian with $\langle k_x^2\rangle=\langle k_y^2\rangle=\sinh q_0/[2(N+1)]$. Using $G_P\propto A_\uparrow^2$ and $G_{AP}\propto2A_\uparrow\langle A_\downarrow\rangle$,

$$\frac{G_{AP}}{G_P}\to\frac{2C}{A_\uparrow}\langle k_x^2\rangle\langle k_y^2\rangle=\frac{C}{2A_\uparrow}\left(\frac{\sinh q_0}{N+1}\right)^2 .$$

With $\sinh q_0=1.118$ and $N=200$ this is $0.409\times(1.118/201)^2=1.265\times10^{-5}$; the full calculation gives $1.278\times10^{-5}$. The ideal TMR of this model thus grows as the square of the thickness. The power depends on how the mixing vanishes at $\mathbf k=0$.

### Is the missing $\Delta_1$ band really the cause?

Keep barrier S and lower only the minority $s$ site energy, from 6.5 to 5.0 eV. That band now spans $1.0\pm2.0$ eV at $\mathbf k=0$ and crosses the Fermi level. The density-of-states polarization hardly moves, from $-0.053$ to $-0.063$, but the TMR at eight layers falls from 150 to 0.008.

The new value happens to match Julliere's 0.008 for this $P$ at eight layers (it is 0.036 at four layers and 0.005 at twenty), but it has another origin. The formula for $A$ now gives 4.54 and 5.07 for the two spins at $\mathbf k=0$: both enter the $s$ channel almost equally well.

### What carries over to real junctions

The model shows a mechanism; its TMR of 218 is not a prediction for Fe/MgO. The argument needs in-plane order and coherent crossing. A disordered or amorphous barrier can scatter electrons from one symmetry to another, which opens antiparallel paths. Spin flips open others, and interface states or a finite bias change the weights.

Julliere's formula remains usable as a definition of an effective polarization extracted from a given junction. For a thick barrier and coherent crossing, it predicts the TMR from the bulk density of states if $A_\uparrow/A_\downarrow$ happens to equal the ratio $D_\uparrow/D_\downarrow$ of the total densities at every $\mathbf k$ that carries current. For a crystalline barrier, the first thing to ask is which symmetry it passes best, and whether each spin has a state of that symmetry at the Fermi level.
